# Does a scissor shift of the gap also correct vacancy levels?

## Question

I am computing charge-transition levels of oxygen vacancies in an insulating oxide with a semilocal functional. The gap is too small. My plan is to leave the valence band where it is, shift the conduction band up rigidly until the gap is right, and read the vacancy levels off the repaired diagram.

The vacancy state is built mostly from cation orbitals, as the conduction band is. Should I therefore move the level up with the conduction band? Or leave it at its old height above the valence band? Or shift it in proportion to its conduction-band weight? If the corrected gap is right, surely one of these must be right too.

## Answer

None of the three follows from having the right gap. A gap correction tells you how two extended states move. A vacancy level is a difference of total energies in which an electron enters or leaves a localized state, and a nonlocal correction treats that electron differently. Below is a model in which the corrected gap between the extended band edges is known and all three recipes fail, followed by the limit in which moving the level with the conduction band does work.

### What has to be compared

Let $E_q$ be the total energy of the vacancy in charge state $q$. Its formation energy depends on the electron chemical potential $\mu$ through $E_q+q\mu$. The states $+$ and $0$ are equally stable when $E_++\mu=E_0$, so the transition level is

$$\mu(+/0)=E_0-E_+ .$$

I quote levels as heights above the valence-band maximum (VBM). CBM denotes the conduction-band minimum.

The model is a ring of $N$ cells. Each has an anion orbital at energy $-D$ and a cation orbital at $+D$, with hopping $-t$ between neighbours. The anion orbital stands for a closed oxygen shell and holds two electrons in the host. Removing the oxygen as a neutral atom deletes the orbital and leaves those two electrons behind. The two cations facing the empty site are then coupled by $-s$.

The baseline, in the role of the semilocal calculation, is this fixed one-electron matrix $h$. The corrected functional adds, for each spin,

$$C[\gamma]=\tfrac12\Big(K_0\,\mathrm{Tr}\,\gamma-\sum_{ij}K_{ij}\gamma_{ij}^2\Big),$$

where $\gamma$ is the real one-spin density matrix. The kernel $K_{ij}$ is $K_0$ on site, $K_1$ between nearest neighbours, $K_2$ between second neighbours and zero beyond. This has the form of a DFT+U+V correction. It is a model reference, not exact theory. The geometry is fixed. Repulsion between opposite spins, the classical repulsion within one spin channel and long-range electrostatics are left out.

The spins then decouple. Let $F_n$ be the lowest energy of one spin channel with $n$ electrons. The neutral vacancy has $N$ electrons per spin and the $2+$ vacancy has $N-1$, so

$$E_0=2F_N,\qquad E_+=F_N+F_{N-1},\qquad E_{2+}=2F_{N-1}.$$

Both $E_0-E_+$ and $E_+-E_{2+}$ equal $L=F_N-F_{N-1}$. The $(+/0)$ and $(2+/+)$ levels coincide here; the omitted repulsion and relaxation would in general separate them.

### The uncorrected level

For a long chain, let $g(e)$ be the Green function on the end cation of a half-chain, and $g_a$ the one on the end anion once that cation is removed:

$$g=\frac{1}{e-D-t^2g_a},\qquad g_a=\frac{1}{e+D-t^2g}.$$

The amplitudes on the two facing cations obey $c_L=-s\,g\,c_R$ and $c_R=-s\,g\,c_L$. The even state, $c_L=c_R$, needs $g=-1/s$; the odd one needs $g=+1/s$.

Write $x=e-D$ and $y=e+D$. Eliminating $g_a$ gives $t^2xg^2-xyg+y=0$. The product of its roots is $y/(t^2x)$, which is negative in the gap, so there is one root of each sign. The physical root tends to $1/x<0$ as $t\to0$ and cannot change sign inside the gap. Only the even state can therefore be a gap state. Inserting $g=-1/s$ and multiplying by $s^2$,

$$t^2x+sxy+s^2y=0 .$$

In terms of $e$ this is

$$se^2+(s^2+t^2)e+(s^2-t^2)D-sD^2=0 .$$

The left side is $-2Dt^2$ at $e=-D$ and $+2Ds^2$ at $e=D$, so exactly one root lies in the gap. It is the upper root, because the parabola opens upward and is negative at $-D$. Using $(s^2+t^2)^2=(s^2-t^2)^2+4s^2t^2$ in the discriminant,

$$e=\frac{-(s^2+t^2)+\sqrt{(2sD-s^2+t^2)^2+4s^2t^2}}{2s}.$$

Take $D=2$, $t=1$ and $s=1.5$ eV. Then $e=(-3.25+\sqrt{31.5625})/3=0.789$ eV. The host bands are $\pm\sqrt{D^2+4t^2\cos^2(k/2)}$, with edges at $\pm D=\pm2$ eV. The level starts 2.789 eV above the VBM in a 4 eV gap.

### What the scissor operator does

The scissor operator adds $\Delta P_c$ to $h$, where $P_c$ projects on the host conduction band (restricted, in the defective chain, to the orbitals that remain). For a normalized eigenstate $d$, the terms containing the derivative of $d$ cancel, which leaves

$$\frac{de}{d\Delta}=\langle d|P_c|d\rangle,\qquad 0\le\langle d|P_c|d\rangle\le1 .$$

This is your third recipe, with the conduction-band weight updated as $\Delta$ grows. Whenever that weight is below one, even this operator does not carry the level rigidly with the CBM. There is a second limitation: $\Delta P_c$ is the same matrix whether the vacancy state is filled or empty. The nonlocal correction is not.

### Why a localized electron is different

Add a change $\delta$ to $\gamma$ and expand $E[\gamma]=\mathrm{Tr}(h\gamma)+\lambda C[\gamma]$, where $\lambda$ runs from 0 (baseline) to 1 (corrected). Because $C$ is quadratic, the expansion ends at second order:

$$E[\gamma+\delta]=E[\gamma]+\mathrm{Tr}[(h+\lambda W)\delta]-\tfrac{\lambda}{2}\sum_{ij}K_{ij}\delta_{ij}^2,$$

$$W_{ij}=\tfrac12K_0\delta^{\rm Kr}_{ij}-K_{ij}\gamma_{ij},$$

with $\delta^{\rm Kr}$ the Kronecker symbol. For one electron added in an empty orbital $\varphi$, $\delta_{ij}=\varphi_i\varphi_j$, and the cost is

$$\langle\varphi|h+\lambda W|\varphi\rangle-\lambda S[\varphi],\qquad S[\varphi]=\tfrac12\sum_{ij}K_{ij}\varphi_i^2\varphi_j^2 .$$

The self term $S$ separates extended states from localized ones. At the CBM of the host, $\varphi_i^2=1/N$ on each cation and zero on the anions. Each cation has two cation second neighbours, so

$$S_{\rm CBM}=\frac12\,N\,\frac{K_0+2K_2}{N^2}=\frac{K_0+2K_2}{2N}\to0 .$$

With $K_0=2$, $K_1=1$ and $K_2=0.5$ eV, it is 0.075 eV for 20 cells and 0.0375 eV for 40. For a bound state, $S$ stays finite however large the crystal is. With these parameters the same term makes an added electron or hole localize even in the perfect host: it traps almost on one site, 0.60 eV inside the band edge. The addition and removal energies of the corrected host are then $\pm2.31$ eV, and measured from those self-trapped states the vacancy level would follow the upper one almost exactly. The band edges quoted here are instead those of the extended states, as in an ordinary band diagram, and all errors below refer to them. The trapping comes from the omitted same-spin repulsion. If a classical repulsion with the same kernel, counted from the formal ionic charges, is added to both baseline and corrected model, the added electron stays extended, and the level height grows by 0.69 of the gap opening instead of the 0.67 found below.

To first order the level shift follows at once. At $\lambda=0$ the matrix $h$ does not depend on occupation, so $\gamma_N$ and $\gamma_{N-1}$ differ just by the vacancy orbital $d$. Each $F_n$ is stationary with respect to its density matrix, so $dF_n/d\lambda=C[\gamma_n]$. Therefore

$$\frac{dL}{d\lambda}\bigg|_{0}=C[\gamma_N]-C[\gamma_{N-1}]=\langle d|W_{2+}|d\rangle-S[d],$$

where $W_{2+}$ is evaluated with the vacancy state empty.

### The host gap after correction

At the CBM, neighbouring cations have amplitudes of opposite sign, so their couplings to the anion between them cancel. What remains is the cation diagonal element and two second-neighbour elements $-K_2\gamma_{cc}$, each multiplied by $-1$:

$$E_{\rm CBM}=D+K_0(\tfrac12-n_c)+2K_2\gamma_{cc}.$$

The self-consistent cation occupation is $n_c=0.0615$ per spin, and $\gamma_{cc}=0.0281$. Hence

$$E_{\rm CBM}=2+2(0.4385)+0.0281=2.905\ \text{eV}.$$

The VBM moves to $-2.905$ eV. The gap is now 5.81 eV, and the opening is $\Delta=1.81$ eV. The scissor recipes are given this same $\Delta$, so none of their errors comes from a wrong gap between the extended band edges.

### Where the level goes

The first-order terms are $\langle d|W_{2+}|d\rangle=0.838$ eV and $S[d]=0.538$ eV. Their difference is 0.299 eV. The full self-consistent total energies give 0.312 eV, so the remainder beyond first order is only 0.013 eV.

The size of $S$ can be traced. The two facing cations carry 0.888 of the orbital, or 0.444 each by symmetry, and they are second neighbours. Their part of $S$ is $0.444^2(K_0+K_2)=0.49$ eV, which is most of it.

On the common energy zero, the level rises by 0.312 eV while the VBM falls by 0.905 eV. Its height above the VBM therefore grows by 1.217 eV, from 2.789 to 4.007 eV. As a fraction of the gap opening,

$$f=\frac{1.217}{1.810}=0.67 .$$

A level tied to the VBM would have $f=0$, and one tied to the CBM $f=1$. Relative to the corrected model level, the recipes give:

| Recipe | Height (eV) | Error (eV) |
|---|---:|---:|
| Keep the old height above the VBM | 2.79 | −1.22 |
| Move with the CBM | 4.60 | +0.59 |
| Scissor operator | 4.44 | +0.43 |

The cation character you mention is real: 92% of $d$ sits on cations, and its initial conduction-band weight is 0.906. It favours a positive potential term, because the diagonal element $W_{ii}=K_0(\tfrac12-\gamma_{ii})$ is positive on the nearly empty cations. In this example that term is 0.838 eV, against a CBM shift of 0.905 eV. But cation character does not make the level follow the CBM. The level lags the CBM by

$$(0.905-0.838)+0.538-0.013=0.592\ \text{eV},$$

which agrees with the 0.593 eV error to rounding. Nearly all of the lag is the self term, which no projection weight contains.

### Can I read the level from the corrected eigenvalue?

Not in this model, because there are two. On the common energy zero, the vacancy eigenvalue is 0.53 eV when filled and 1.67 eV when empty, although both started at 0.789 eV. The empty one rises almost as far as the CBM; the filled one goes down.

The split arises because the baseline $h$ contains no repulsion that responds to the added electron. A classical repulsion with the same kernel would add $\tfrac12\sum_{ij}K_{ij}\varphi_i^2\varphi_j^2=+S$ to the second-order energy and cancel the self term there. Semilocal functionals do contain such a repulsion. If the correction just cancels it, the filled and empty eigenvalues agree at fixed geometry, apart from relaxation of the other orbitals, and either one gives the level. If they differ, use total energies.

The expansion above shows where $L$ must lie. At $\lambda=1$, adding the empty orbital to the $(N-1)$-electron ground state gives a trial state for $N$ electrons, so

$$F_N\le F_{N-1}+\varepsilon_{\rm empty}-S_{\rm empty}.$$

Removing the filled orbital from the $N$-electron ground state means $\delta_{ij}=-\varphi_i\varphi_j$. The linear term changes sign and the quadratic one does not:

$$F_{N-1}\le F_N-\varepsilon_{\rm filled}-S_{\rm filled}.$$

Together,

$$\varepsilon_{\rm filled}+S_{\rm filled}\le L\le\varepsilon_{\rm empty}-S_{\rm empty}.$$

Numerically the bounds are 1.094 and 1.108 eV, and $L=1.102$ eV lies between them. They require both energies to be true minima. A self-consistent start that favours one of the two cations returned to the same energies, which supports this without proving it.

### Could I use a fixed fraction such as 0.67 instead?

Not as a general rule. A solvable limit shows what $f$ depends on. Set $t=0$ and keep only $K_0$. Anions are full and host cations empty, so the edges move by $\mp K_0/2$ and $\Delta=K_0$. Let the vacancy state be spread equally over $M$ cation orbitals. Then $\langle d|W|d\rangle=K_0/2$ and

$$S=\frac12K_0\,M\,\frac1{M^2}=\frac{K_0}{2M}.$$

The height above the VBM changes by $K_0/2$ from the falling VBM and by $K_0/2-K_0/(2M)$ from the level itself. Dividing by $\Delta$,

$$f=1-\frac{1}{2M}.$$

For $M=1$ the level does not move at all on the common energy zero while both edges move away from it, and $f=\tfrac12$. For large $M$ the self term disappears and $f\to1$. This is the case in which your first idea works: a shallow, widely spread state made of conduction-band orbitals, provided it stays spread when the correction acts. A low binding energy in the semilocal calculation does not guarantee that.

For two cations with $K_2$ retained, $S=(K_0+K_2)/4$, and the same steps give $f=(3-K_2/K_0)/4=0.69$ for the parameters above, close to the full result. This limit assumes that the electron stays shared. With amplitudes $\cos\theta$ and $\sin\theta$ on the two cations and $u=\sin2\theta$, the part of the energy that depends on sharing is $-su+(K_0-K_2)u^2/4$. For $K_0>K_2$, equal sharing, $u=1$, is the minimum if $s\ge(K_0-K_2)/2$, here 0.75 eV. For weaker coupling the electron prefers one cation, and the symmetric formula fails.

In the full model, changing the coupling alone gives $f=0.68$, 0.67 and 0.61 for $s=1.2$, 1.5 and 3.0 eV. The variation is modest within this one family of defects, but the scissor error stays between 0.42 and 0.47 eV throughout. A fraction fitted to one vacancy has no claim on another with a different spread or kernel.

### What to do for your oxide

Compute the total energy of each charge state with the functional that opens the gap, and take the VBM from the same functional. The right gap alone does not certify that functional for the level: in the two-cation limit above, $K_2$ changes the level but not the gap. Relax each charge state, and treat the electrostatic alignment and finite-cell errors of charged cells; my model has neither, so its numbers should not be transferred to your material. If you can afford the better functional only for the host, the corrected gap alone does not fix the vacancy level. A common estimate for compact defects aligns the two host calculations to the same average electrostatic potential, keeps the semilocal level fixed on that scale and moves both band edges. The analogous step here, keeping the level fixed on the common energy zero, puts it 0.31 eV too low. That is closer than any recipe in the table, but it is still an estimate to be checked. The numerical output below gives the main values used here to more digits.

## Numbers as computed

```
Site energy D = 2.000 eV; hopping t = 1.000 eV
Cross-vacancy coupling s = 1.500 eV
Kernel K0, K1, K2 = 2.000, 1.000, 0.500 eV
Host cells = 30
Baseline VBM, CBM = -2.0000, 2.0000 eV
Corrected VBM, CBM = -2.9050, 2.9050 eV
Baseline gap, corrected gap = 4.0000, 5.8100 eV
Gap opening Delta = 1.8100 eV
Corrected cation occupation per spin = 0.06153
Corrected cation-pair g element = 0.02808
CBM self term, 20 cells = 0.07500 eV
CBM self term, 40 cells = 0.03750 eV
Baseline vacancy level, absolute = 0.7894 eV
Corrected vacancy level, absolute = 1.1017 eV
Absolute level shift = 0.3124 eV
Same shift from strength integral = 0.3124 eV
Baseline height above VBM = 2.7894 eV
Corrected height above VBM = 4.0067 eV
Following fraction f = 0.6726
Defect weight on all cations = 0.9227
Defect weight on two nearest cations = 0.8884
Initial conduction-band weight = 0.9060
Mean correction potential <d|W|d> = 0.8376 eV
Defect self term S[d] = 0.5383 eV
First-order level shift = 0.2993 eV
Finite-difference slope = 0.2993 eV
Shift beyond first order = 0.0131 eV
Filled defect eigenvalue, neutral = 0.5315 eV
Empty defect eigenvalue, 2+ = 1.6747 eV
Lower bound on level = 1.09414 eV
Corrected level again = 1.10171 eV
Upper bound on level = 1.10771 eV
Scissor-operator height above VBM = 4.4363 eV
Error, level fixed to VBM = -1.2174 eV
Error, level carried by CBM = +0.5927 eV
Error, scissor operator = +0.4296 eV
Scan: s, old height, new height (eV), f, scissor error (eV)
  1.20  3.0570  4.2888  0.6805  +0.4214
  1.50  2.7894  4.0067  0.6726  +0.4296
  3.00  1.5352  2.6334  0.6067  +0.4679
```
